# The Purcell Factor from the Damped Jaynes-Cummings Model and Its Limit

An emitter sits in a model cavity whose quality factor $Q$ can be varied while everything else is held fixed. When $Q$ is raised from 2000 to 10000, the Purcell factor, which is meant to say how many times faster the emitter decays than in the bulk medium, grows from 304 to 1520. The late-time decay rate obtained from the equations of motion, in units of the bulk rate, does not follow: it is 393 at the start, peaks near $Q=2390$, and ends lower than it began, at 174. The formula and the dynamics agree well at $Q=500$. We need to see where the formula comes from in order to see what it loses on the way.

## The model and its two amplitudes

A two-level emitter with transition frequency $\omega$ is coupled to one cavity mode with annihilation operator $a$. The mode frequency is $\omega+\Delta$. The energy of the mode leaks out at the rate $\kappa=\omega/Q$, and the emitter loses its excitation to all other modes at the rate $\gamma$. There is no pure dephasing. In the frame rotating at $\omega$, and in the rotating-wave approximation, which requires $g,\kappa,|\Delta|\ll\omega$,

$$\frac{H}{\hbar}=\Delta\,a^\dagger a+g\,(a\sigma_++a^\dagger\sigma_-), \tag{1}$$

$$\dot\rho=-\frac{i}{\hbar}[H,\rho]+\kappa\,\mathcal D[a]\rho+\gamma\,\mathcal D[\sigma_-]\rho, \tag{2}$$

with $\mathcal D[L]\rho=L\rho L^\dagger-\tfrac12L^\dagger L\rho-\tfrac12\rho L^\dagger L$. The phase of the states is chosen so that $g>0$.

The initial state is $|e,0\rangle$: emitter excited, cavity empty. The Hamiltonian connects it to $|g,1\rangle$ alone. The terms $L\rho L^\dagger$ move population from these two states to $|g,0\rangle$, from which nothing returns. Within the one-excitation space only the remaining terms act, and they preserve the form of a decaying pure state $c_e|e,0\rangle+c_c|g,1\rangle$ with

$$\dot c_e=-\frac{\gamma}{2}c_e-ig\,c_c,\qquad \dot c_c=-\Big(\frac{\kappa}{2}+i\Delta\Big)c_c-ig\,c_e. \tag{3}$$

The halves appear because $\kappa$ and $\gamma$ are decay rates of populations, not of amplitudes. For this initial state, (3) is equivalent to (2) as far as the populations $P_e=|c_e|^2$ and $P_c=|c_c|^2$ are concerned.

## The bad-cavity limit

With $c_c(0)=0$, the second equation of (3) integrates to

$$c_c(t)=-ig\int_0^t e^{-(\kappa/2+i\Delta)(t-s)}\,c_e(s)\,ds. \tag{4}$$

The cavity remembers the emitter for a time of order $1/\kappa$. If $g,\gamma\ll\kappa$, then $c_e$ hardly changes during that time and may be taken out of the integral at $s=t$. For $t\gg1/\kappa$ the remaining integral is $1/(\kappa/2+i\Delta)$, so

$$c_c\simeq\frac{-ig\,c_e}{\kappa/2+i\Delta},\qquad \dot c_e\simeq-\Big[\frac{\gamma}{2}+\frac{g^2}{\kappa/2+i\Delta}\Big]c_e. \tag{5}$$

The population decays at twice the real part of the bracket. Since $\mathrm{Re}\,(\kappa/2+i\Delta)^{-1}=(\kappa/2)/(\kappa^2/4+\Delta^2)$, the total rate is

$$\gamma+\frac{g^2\kappa}{\kappa^2/4+\Delta^2}=\gamma+\frac{R}{1+4\Delta^2/\kappa^2},\qquad R=\frac{4g^2}{\kappa}. \tag{6}$$

The photon leaves before it can act back on the emitter, so the emitter sees an irreversible decay. The same $R$ follows from the golden rule if the mode is regarded as a Lorentzian density of states of full width $\kappa$: its peak value is $2/(\pi\kappa)$, and $2\pi g^2\cdot2/(\pi\kappa)=4g^2/\kappa$. From here on $\Delta=0$.

## The coupling constant

Let the medium be lossless and non-dispersive, with uniform index $n$. Write the mode field as $\mathbf E(\mathbf r)=E_1\mathbf u(\mathbf r)(a+a^\dagger)$, with $\mathbf u$ real and its maximum modulus equal to one, and define the mode volume

$$V=\int|\mathbf u(\mathbf r)|^2\,d^3r. \tag{7}$$

The vacuum energy of the mode is $\hbar\omega/2$, and half of it is electric, as for the potential energy of any harmonic oscillator. Because $\langle0|(a+a^\dagger)^2|0\rangle=1$,

$$\tfrac12\varepsilon_0n^2E_1^2V=\tfrac14\hbar\omega\quad\Rightarrow\quad E_1^2=\frac{\hbar\omega}{2\varepsilon_0n^2V}. \tag{8}$$

Place the emitter at the field maximum with its dipole along the field, and let $d$ be the modulus of its transition dipole moment. The resonant part of the interaction $-\mathbf d\cdot\mathbf E$ then has strength $\hbar g=dE_1$, so

$$g^2=\frac{d^2\omega}{2\hbar\varepsilon_0n^2V}. \tag{9}$$

At another position or orientation, $g^2$ and hence $R$ are multiplied by $|\mathbf e_d\cdot\mathbf u(\mathbf r)|^2\le1$, where $\mathbf e_d$ is the dipole direction.

## The reference rate

The comparison is with the same emitter in the unbounded medium. Its modes are plane waves in a large periodic box of volume $L^3$. The energy argument of (8) holds for each of them, with $V$ replaced by $L^3$, so a mode with wave vector $\mathbf k$ and polarization $\mathbf e_s$ has

$$g_{\mathbf ks}^2=\frac{d^2\omega_k\,|\mathbf e_d\cdot\mathbf e_s|^2}{2\hbar\varepsilon_0n^2L^3},\qquad \Gamma_0=2\pi\sum_{\mathbf k,s}g_{\mathbf ks}^2\,\delta(\omega_k-\omega). \tag{10}$$

The two polarizations and $\mathbf k/k$ form an orthonormal triad, so $\sum_s|\mathbf e_d\cdot\mathbf e_s|^2=1-\cos^2\theta$, with $\theta$ the angle between $\mathbf k$ and the dipole. Its integral over directions is $4\pi-4\pi/3=8\pi/3$. The sum over $\mathbf k$ becomes $L^3/(2\pi)^3$ times an integral, and $k=n\omega_k/c$ gives $k^2dk=n^3\omega_k^2\,d\omega_k/c^3$. Therefore

$$\Gamma_0=2\pi\cdot\frac{d^2\omega}{2\hbar\varepsilon_0n^2}\cdot\frac{1}{8\pi^3}\cdot\frac{n^3\omega^2}{c^3}\cdot\frac{8\pi}{3}=\frac{n\,d^2\omega^3}{3\pi\varepsilon_0\hbar c^3}. \tag{11}$$

## The Purcell factor

Insert (9) and $\kappa=\omega/Q$ into $R$:

$$R=\frac{4Q}{\omega}\cdot\frac{d^2\omega}{2\hbar\varepsilon_0n^2V}=\frac{2Qd^2}{\hbar\varepsilon_0n^2V}. \tag{12}$$

Dividing by (11) removes $d^2$, $\hbar$ and $\varepsilon_0$. With the vacuum wavelength $\lambda=2\pi c/\omega$,

$$F=\frac{R}{\Gamma_0}=\frac{6\pi Qc^3}{n^3V\omega^3}=\frac{6\pi}{8\pi^3}\,\frac{Q\lambda^3}{n^3V}=\frac{3Q\lambda^3}{4\pi^2n^3V}. \tag{13}$$

The factor $1/n^2$ from the field normalization enters both (9) and (10) and cancels in the ratio; the $n^3$ is that of the plane-wave density of states, $k^2dk\propto n^3$, so $F$ measures $V$ in units of $(\lambda/n)^3$. A local-field correction that multiplies $d$ by the same factor in both environments cancels. $F$ describes the cavity channel alone: the total decay rate is $\gamma+F\Gamma_0$, and $\gamma$ need not equal $\Gamma_0$, because the cavity structure also changes the other modes.

The dipole moment has dropped out of $F$, but it has not dropped out of the condition $g\ll\kappa$ under which $F$ was derived. At a given wavelength and index, knowing $Q$ and $V$ is enough to compute $F$, but not enough to know whether it applies.

## A worked case

Take the round parameters $\lambda=1000$ nm, $n=3$ and $d=0.5\,e\,$nm. The cavity is a rectangular box with sides $b$, $h$, $b$ along $x$, $y$, $z$, the dipole points along $y$, and the mode is the lowest standing wave whose field has a $y$ component,

$$u_y=\sin\frac{\pi x}{b}\,\sin\frac{\pi z}{b},\qquad 2\Big(\frac{\pi}{b}\Big)^2=\Big(\frac{2\pi n}{\lambda}\Big)^2, \tag{14}$$

so $b=\lambda/(\sqrt2\,n)=235.7$ nm. The field does not depend on $y$, and the height is set to $h=4\lambda/n=1333$ nm. Each squared sine averages to one half, which gives $V=b^2h/4=0.5\,(\lambda/n)^3$. This standing wave belongs to perfectly conducting walls. The box serves only to fix $V$, and $Q$ is treated as a free parameter; real metal walls at this wavelength would allow $Q$ of only tens to a few hundred. The other modes of the box are left out, and $\gamma=0$. Leaving them out is an idealization. The next mode with a $y$ component varies as $\cos(\pi y/h)$ and lies only 0.78% above $\omega$, about $3.9\,\kappa$ at $Q=500$. By (6), with the same $\kappa$, it would add about 3% to the rate for an emitter near the top or bottom wall. We place the emitter at mid-height, where this mode has a node and the following one adds about 0.2%.

Equation (8) gives $E_1=2.59\times10^5$ V/m, and then $g=dE_1/\hbar=197.1\ \mathrm{ns}^{-1}$. Equation (11) gives $\Gamma_0=0.5427\ \mathrm{ns}^{-1}$, a lifetime of 1.84 ns. For $Q=500$ the cavity decay rate is $\kappa=3767\ \mathrm{ns}^{-1}$, and

$$R=\frac{4\,(197.07)^2}{3767.3}\ \mathrm{ns}^{-1}=41.24\ \mathrm{ns}^{-1},\qquad F=\frac{3\cdot500}{4\pi^2\cdot0.5}=76.0. \tag{15}$$

The ratio $41.24/0.5427$ gives the same 76.0. The lifetime shrinks to $1/R=24.3$ ps. Here $g/\kappa=0.052$, so the elimination of the cavity is justified, with an error that can now be computed within the one-mode model.

## The exact decay and the first error

For $\Delta=\gamma=0$, differentiate the first equation of (3) and use $ig\,c_c=-\dot c_e$:

$$\ddot c_e=-ig\,\dot c_c=\frac{\kappa}{2}\,(ig\,c_c)-g^2c_e=-\frac{\kappa}{2}\dot c_e-g^2c_e. \tag{16}$$

This is a damped oscillator. The trial solution $e^{-st}$ gives $s^2-\kappa s/2+g^2=0$, hence

$$s_\pm=\frac{\kappa}{4}\pm\sqrt{\frac{\kappa^2}{16}-g^2}. \tag{17}$$

For $4g<\kappa$ both roots are real, and at late times the population decays with the smaller exponent, $\Gamma_{\rm s}=2s_-$. Using $1-\sqrt{1-x}=x/2+x^2/8+\dots$ with $x=16g^2/\kappa^2$,

$$\Gamma_{\rm s}=\frac{\kappa}{2}\Big[1-\sqrt{1-\frac{16g^2}{\kappa^2}}\Big]=R\,(1+\epsilon+\dots),\qquad \epsilon=\frac{4g^2}{\kappa^2}=\frac{F\Gamma_0}{\kappa}. \tag{18}$$

The small parameter is the predicted emission rate divided by the rate at which the cavity can pass the photon on. In the example $\epsilon=0.011$, and the late exponent is $76.8\,\Gamma_0$ instead of $76.0\,\Gamma_0$.

A faster late decay does not mean a shorter average stay in the excited state: $P_e$ lies above $e^{-Rt}$ until $Rt\approx2$ and falls below it only afterwards. Consider the mean time spent in the excited state, $T=\int_0^\infty P_e\,dt$. Equation (3) keeps $c_e$ and $\beta=ic_c$ real, with $\dot c_e=-g\beta$ and $\dot\beta=gc_e-\kappa\beta/2$. With the energy flow $J=2gc_e\beta$,

$$\dot P_e=-J,\qquad \dot P_c=J-\kappa P_c,\qquad \dot J=2g^2(P_e-P_c)-\frac{\kappa}{2}J. \tag{19}$$

Integrate each equation from zero to infinity. The first gives $\int J\,dt=1$. The second then gives $\int P_c\,dt=1/\kappa$. In the third, $J$ vanishes at both ends, so $0=2g^2(T-1/\kappa)-\kappa/2$ and

$$T=\frac{\kappa}{4g^2}+\frac1\kappa=\frac1R+\frac1\kappa. \tag{20}$$

No smallness of $g$ was used. The inverse $1/T=R/(1+\epsilon)$ is smaller than $R$; for $Q=500$ it is $75.2\,\Gamma_0$.

The two corrections have opposite signs because the decay starts late. The cavity is empty at first, so $\dot P_e(0)=0$, and the field must build up before energy flows. The solution of (16) with $c_e(0)=1$ and $\dot c_e(0)=0$ is $c_e=(s_+e^{-s_-t}-s_-e^{-s_+t})/(s_+-s_-)$. Its slow part carries the population weight $[s_+/(s_+-s_-)]^2\simeq1+2s_-/s_+\simeq1+2\epsilon$, because $s_-\simeq2g^2/\kappa$ and $s_+\simeq\kappa/2$. A weight $1+2\epsilon$ is equivalent to a delay $2\epsilon/R=2/\kappa$. A pure exponential with the rate (18) would have the mean time $(1-\epsilon)/R=1/R-1/\kappa$; adding the delay gives $1/R+1/\kappa$, in agreement with (20).

## Where strong coupling begins

With side loss restored, still on resonance, the matrix of (3) has trace $-(\kappa+\gamma)/2$ and determinant $\kappa\gamma/4+g^2$. Its eigenvalues are

$$\mu_\pm=-\frac{\kappa+\gamma}{4}\pm\sqrt{\frac{(\kappa-\gamma)^2}{16}-g^2}, \tag{21}$$

because $(\kappa+\gamma)^2/16-\kappa\gamma/4=(\kappa-\gamma)^2/16$. They merge at

$$4g=|\kappa-\gamma|. \tag{22}$$

For larger $g$ they are a complex pair, and the amplitudes oscillate. This is the strong-coupling boundary in the sense of the dynamics. For $\gamma=0$ it lies at $\kappa=4g$, that is, at

$$Q_c=\frac{\omega}{4g},\qquad F(Q_c)=\frac{4g^2}{4g\,\Gamma_0}=\frac{g}{\Gamma_0}. \tag{23}$$

In the example $Q_c=1.884\times10^{15}/(4\cdot1.971\times10^{11})\approx2390$ and $F(Q_c)=363$. Since $g\propto d/\sqrt V$, a weaker dipole in the same cavity moves $Q_c$ upward and leaves $F$ at given $Q$ unchanged.

At the boundary (18) gives $\Gamma_{\rm s}=\kappa/2=2g$, twice the Purcell rate $R=g$, or $726\,\Gamma_0$. This value needs exact resonance, because at the merging point the roots respond to a detuning as its square root: the omitted box mode 3% above $\omega$ shifts the emitter by about $1.3\ \mathrm{ns}^{-1}$ and lowers the exponent at $Q_c$ to about $685\,\Gamma_0$. The emitter is nevertheless not emptied twice as fast: (20) gives $1/T=0.8\,g$, which is below $R$.

At fixed $g$, the late exponent is largest at this point. For $\kappa>4g$,

$$\frac{d\Gamma_{\rm s}}{d\kappa}=\frac12\Big[1-\frac{\kappa}{\sqrt{\kappa^2-16g^2}}\Big]<0, \tag{24}$$

so the exponent grows as the cavity improves. For $\kappa<4g$ both roots in (17) have real part $\kappa/4$, and the population envelope decays at $\kappa/2=\omega/(2Q)$, which falls as $1/Q$. The excitation is then shared between emitter and cavity. Averaged over one oscillation, the part that has not yet been lost sits in the cavity half of the time, and it can leave only from there, at the rate $\kappa$. This accounts for the opposite trends in the opening numbers. The table gives all rates in units of $\Gamma_0$; for $Q=10000$ the late exponent is that of the envelope.

| $Q$ | $4g/\kappa$ | $F$ | late exponent | $1/T$ |
|---|---|---|---|---|
| 500 | 0.21 | 76.0 | 76.8 | 75.2 |
| 1000 | 0.42 | 152 | 159 | 146 |
| 2000 | 0.84 | 304 | 393 | 259 |
| 10000 | 4.18 | 1520 | 174 | 283 |

The boundary (22) is not the point up to which $F$ is accurate. At $Q=2000$, still on the weak-coupling side, the late exponent exceeds $F\Gamma_0$ by 29% of $F\Gamma_0$, and $1/T$ falls short of it by 15%. For $\gamma=0$ the small parameter can be written as $\epsilon=(Q/Q_c)^2/4$, so a correction of one per cent is reached near $Q=0.2\,Q_c$. The Purcell formula requires $F\Gamma_0\ll\kappa$, not merely $F\Gamma_0<\kappa/4$.

## Beyond the boundary

For $4g>\kappa$ and $\gamma=0$, set $\Omega=\sqrt{g^2-\kappa^2/16}$. The solution of (16) with $c_e(0)=1$ is $e^{-\kappa t/4}(\cos\Omega t+B\sin\Omega t)$, and $\dot c_e(0)=0$ requires $-\kappa/4+B\Omega=0$. Therefore

$$P_e=e^{-\kappa t/2}\Big[\cos\Omega t+\frac{\kappa}{4\Omega}\sin\Omega t\Big]^2. \tag{25}$$

The bracket first vanishes when $\tan\Omega t=-4\Omega/\kappa$, at $t=[\pi-\arctan(4\Omega/\kappa)]/\Omega$. Differentiating the amplitude, the cosine terms cancel, and $\Omega^2+\kappa^2/16=g^2$ gives $\dot c_e=-(g^2/\Omega)e^{-\kappa t/4}\sin\Omega t$. The next maximum of $P_e$ is therefore at $t=\pi/\Omega$, with height $e^{-\pi\kappa/(2\Omega)}$.

For $Q=10000$, $\kappa=188.4\ \mathrm{ns}^{-1}$ and $\Omega=191.4\ \mathrm{ns}^{-1}$. The emitter is empty at 9.5 ps and has recovered a population of 0.21 at 16.4 ps. The photon has been reabsorbed. No single rate describes this curve, and $F=1520$, although it can still be computed from (13), is no longer a ratio of decay rates.

An oscillation in time need not show as two lines in the emitted light. The spectrum leaving through the cavity is proportional to $|C(\nu)|^2$, where $C=\int_0^\infty c_c\,e^{i\nu t}dt$ and $\nu$ is measured from $\omega$. Let $A$ be the same integral of $c_e$. Integrating (3) by parts gives

$$-1-i\nu A=-igC,\qquad -i\nu C=-\frac{\kappa}{2}C-igA. \tag{26}$$

The second equation gives $A=(i\nu-\kappa/2)C/(ig)$. Inserting this in the first and multiplying by $g$ yields $-g=C\,[\,i(\nu^2-g^2)-\nu\kappa/2\,]$, so

$$|C|^2=\frac{g^2}{(\nu^2-g^2)^2+\nu^2\kappa^2/4}. \tag{27}$$

As a function of $\nu^2$, the denominator is smallest where $2(\nu^2-g^2)+\kappa^2/4=0$, at $\nu^2=g^2-\kappa^2/8$. Two peaks exist if this is positive:

$$g>\frac{\kappa}{2\sqrt2}. \tag{28}$$

In the example this needs $Q>3380$. Between $Q\approx2390$ and $3380$ the system is past the boundary (22), yet the cavity emission has a single peak. A single line is thus no proof that the Purcell formula holds; on resonance, for $\gamma\ll\kappa$ as assumed in (5) and without pure dephasing, the comparison of $F\Gamma_0$ with $\kappa$ decides that. A real emitter must in addition have a line much narrower than $\kappa$: at $Q=500$, where $\hbar\kappa=2.5$ meV, a dephasing width of 10 meV reduces the rate to about $0.2\,F\Gamma_0$ although $F\Gamma_0\ll\kappa$.

The numerical check checks the main results numerically, including (13) against a diagonalized cavity model and an explicit sum over plane waves.

## Numbers as computed

```
vacuum wavelength: 1000.0 nm
refractive index: 3.00 (dimensionless)
dipole moment: 0.50 e nm
box side: 235.70 nm
box height: 1333.33 nm
mode volume: 0.018519 um^3
mode volume / (lambda/n)^3: 0.5000
angular frequency omega: 1.88365e+15 s^-1
field per photon E1: 2.5943e+05 V/m
coupling g: 197.074 ns^-1
reference rate Gamma0, formula: 0.542657 ns^-1
reference rate Gamma0, mode sum: 0.542657 ns^-1
reference lifetime: 1.8428 ns
main case Q: 500 (dimensionless)
main case kappa: 3767.30 ns^-1
main case g/kappa: 0.05231
main case 4g^2/kappa^2: 0.01095
main case R = 4g^2/kappa: 41.237 ns^-1
main case lifetime 1/R: 24.250 ps
main case F, formula: 75.9909
F from pole and mode sum, d/100: 75.9910
table: rates in units of Gamma0, deviation dimensionless
Q | 4g/kappa | F | late exponent | 1/mean time | max deviation
500 | 0.2092 | 75.99 | 76.84 | 75.17 | 0.0196
1000 | 0.4185 | 151.98 | 159.29 | 145.61 | 0.0654
2000 | 0.8370 | 303.96 | 392.91 | 258.66 | 0.1793
10000 | 4.1849 | 1519.82 | 173.56 | 282.58 | 0.6716
critical Q: 2389.5 (dimensionless)
F at critical Q: 363.16
late exponent/Gamma0 at critical Q: 726.33
Q where spectrum splits: 3379.3
Q=10000 kappa: 188.365 ns^-1
Q=10000 Omega: 191.365 ns^-1
Q=10000 first zero of population: 9.469 ps
Q=10000 first revival time: 16.417 ps
Q=10000 population at revival: 0.2131
```
